# Why Open Modes Limit Transmission Between a Metal and a Semiconductor

**Q:** A metal offers many electron modes to a contact, while a semiconductor offers few. Suppose two metal modes both pass into the same semiconductor mode with probability one. The total transmission is then two through a single mode. What forbids that?

**A:** Superposition and conservation of probability. Let each metal mode, sent in alone with unit flux, produce an outgoing amplitude of modulus one in the single semiconductor mode. Choose the phases of the inputs so that the outputs add, and give each input the amplitude \(1/\sqrt2\). The incoming flux is one. The outgoing amplitude is \(2/\sqrt2=\sqrt2\), so the outgoing flux is two. Electrons would have been created, and the supposition is false.

**Q:** That settles two modes and one. For a general contact I need to know what is being counted.

**A:** Take one-electron, elastic motion at energy \(E\), with a Hermitian Hamiltonian. The interface may be rough, disordered or in a magnetic field. Far from it, each material continues as a uniform lead.

Let \(x\) be the distance outward from the interface along a lead, \(m\) the mass there, and \(\chi_n\) the orthonormal transverse modes. A mode is open if its wave number \(k_n\) along \(x\) is real and nonzero. Its speed is \(v_n=\hbar k_n/m\). There are \(N_M\) open modes in the metal and \(N_S\) in the semiconductor, counted per spin. Far out in either lead,

\[
\psi=\sum_n \frac{\chi_n}{\sqrt{v_n}}\left(a_n e^{-ik_nx}+b_n e^{ik_nx}\right).
\]

The \(a_n\) are incoming amplitudes and the \(b_n\) outgoing ones.

**Q:** Why divide by \(\sqrt{v_n}\)? It looks chosen to make the answer work.

**A:** It makes \(|b_n|^2\) a flux instead of a density. The outward probability current through the cross-section is

\[
J=\frac{\hbar}{m}\,\mathrm{Im}\int\psi^*\partial_x\psi\,dA .
\]

Orthogonality removes the terms between different \(\chi_n\). For one mode, the product of the bracket's conjugate and its derivative is

\[
ik_n\left(|b_n|^2-|a_n|^2+a_n^*b_ne^{2ik_nx}-b_n^*a_ne^{-2ik_nx}\right).
\]

The last two terms are a number minus its conjugate, hence imaginary. Multiplied by \(ik_n\) they become real and drop out of \(J\). The remaining factor \(\hbar k_n/(m v_n)\) is one, so

\[
J=\sum_n\left(|b_n|^2-|a_n|^2\right).
\]

Without the speed factor, squared amplitudes can mislead. In a strip-lattice model with eight open metal modes and three open semiconductor modes, a smoothly graded interface gives a sum of unnormalised squared amplitudes of 3.65. Its properly normalised transmission is 2.9999.

**Q:** You have left out the evanescent waves. They exist at the interface.

**A:** They do, and they affect the values of the \(b_n\). In a long lead, though, the part that grows outward must be absent. For a wave \(\alpha e^{-\kappa x}+\beta e^{\kappa x}\) the current is proportional to

\[
\mathrm{Im}\left[\kappa\left(-|\alpha|^2e^{-2\kappa x}+|\beta|^2e^{2\kappa x}+\alpha^*\beta-\beta^*\alpha\right)\right]=2\kappa\,\mathrm{Im}(\alpha^*\beta).
\]

With \(\beta=0\) this vanishes, so a closed mode carries no flux away.

**Q:** A real crystal has Bloch waves, not plane waves times fixed transverse modes.

**A:** The argument survives. In a periodic lead the current of a stationary state is the same through equivalent cross-sections one period \(d\) apart. A cross term between Bloch waves \(k\) and \(k'\) acquires the factor \(e^{i(k'-k)d}\) over that period. It must therefore vanish unless the factor is one. If several waves share the same Bloch factor, combinations can be chosen that diagonalise their current. This holds away from band edges, where a speed goes to zero. Each wave is then scaled to unit flux. Incoming and outgoing waves are still equal in number: each band energy is periodic in \(k\), so over one period it crosses \(E\) upward as often as downward, and the sign of the slope is the sign of the speed.

**Q:** Now connect the two leads.

**A:** Collect all incoming amplitudes in a vector \(a\) and all outgoing ones in \(b\), metal entries first. The equations are linear, so \(b=Sa\). Every open channel has one incoming and one outgoing wave, so \(S\) is square with \(N_M+N_S\) rows.

In a stationary state the probability inside a region enclosing the interface is constant. A Hermitian Hamiltonian has no source or sink, so the total outward current is zero:

\[
b^\dagger b=a^\dagger a
\quad\Longrightarrow\quad
a^\dagger(S^\dagger S-1)a=0 .
\]

This holds for every \(a\). Choosing \(a\) as any eigenvector of the Hermitian matrix \(S^\dagger S-1\) shows that its eigenvalue is zero. All eigenvalues vanish, so \(S^\dagger S=1\). For a finite square matrix a left inverse is also a right inverse, hence \(SS^\dagger=1\).

**Q:** Unitarity limits the whole matrix. I asked about one block of it.

**A:** Write the blocks as

\[
S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}.
\]

Here \(t\) takes metal inputs to semiconductor outputs and has \(N_S\) rows and \(N_M\) columns. The block \(r\) is reflection back into the metal, and \(r'\) is reflection back into the semiconductor. The metal diagonal block of \(S^\dagger S=1\) is

\[
r^\dagger r+t^\dagger t=1_{N_M}.
\]

The semiconductor diagonal block of \(SS^\dagger=1\) is

\[
tt^\dagger+r'r'^\dagger=1_{N_S}.
\]

The total transmission is the sum of all transmission probabilities,

\[
T=\sum_{m,n}|t_{mn}|^2=\mathrm{Tr}(t^\dagger t)=\mathrm{Tr}(tt^\dagger).
\]

Taking the trace of each block equation gives

\[
T=N_M-\mathrm{Tr}(r^\dagger r),\qquad
T=N_S-\mathrm{Tr}(r'r'^\dagger).
\]

Each subtracted trace is a sum of squared moduli and cannot be negative. So \(T\le N_M\) and \(T\le N_S\), which together say

\[
\boxed{T\le\min(N_M,N_S)} .
\]

**Q:** Did you assume that transmission is the same in both directions?

**A:** No, but it follows. The semiconductor diagonal block of \(S^\dagger S=1\) is \(t'^\dagger t'+r'^\dagger r'=1_{N_S}\). Its trace gives \(\mathrm{Tr}(t'^\dagger t')=N_S-\mathrm{Tr}(r'^\dagger r')=T\). Time-reversal symmetry was not used.

A random lattice interface without that symmetry, with \(N_M=8\) and \(N_S=3\), gives 1.876036 in both directions. Its reflection traces are 6.123964 and 1.123964, and \(8-6.123964=3-1.123964=1.876036\). An independent Green-function calculation gives the same transmission. In 300 random interfaces at random energies, 136 had fewer metal modes and 133 had fewer semiconductor modes. The bound held in all of them, and the largest \(T/\min(N_M,N_S)\) was 0.83.

**Q:** Then perhaps the true limit is lower, and yours can never be reached.

**A:** The trace formulas give the conditions for equality: \(T=N_S\) if and only if \(r'=0\), and \(T=N_M\) if and only if \(r=0\). The graded interface mentioned above comes close to the first, with \(T=2.9999\) against \(N_S=3\). With the same leads joined abruptly, \(T=1.58\).

Even at \(T=N_S\), a metal with more modes must reflect. The rank of \(t\) is at most \(N_S\), so at least \(N_M-N_S\) independent inputs satisfy \(ta=0\). For them the metal block equation gives \(a^\dagger r^\dagger ra=a^\dagger a\), which is total reflection. The random interface has \(8-3=5\) such combinations. They are generally superpositions of metal modes.

**Q:** I can tunnel through a thin layer at an energy in its gap. It has no open modes, yet current flows. Is that not a violation?

**A:** The long leads are then the two metals, and the bound uses their mode counts. Inside a finite layer both \(\alpha\) and \(\beta\) can be nonzero, and the current \(2\kappa\,\mathrm{Im}(\alpha^*\beta)\) need not vanish. In the lattice model a closed layer two slices thick transmits 0.107; one of 20 slices transmits \(3.5\times10^{-13}\). The semiconductor count applies when the semiconductor is long enough for evanescent waves to die out.

**Q:** How does a bound on \(T\) become a bound on resistance?

**A:** One mode has \(dk/2\pi\) states per unit length and spin. Since \(v=dE/(\hbar\,dk)\), its current in an energy interval is \(ev\,dk/2\pi=(e/h)\,dE\), independent of speed. A small voltage \(V\) between reservoirs opens a window \(eV\). With two equivalent spins and low temperature,

\[
G=\frac{2e^2}{h}T .
\]

For contact area \(A\), the resistance times area therefore obeys

\[
\rho=\frac{A}{G}\ge\frac{h}{2e^2}\,\frac{A}{\min(N_M,N_S)} .
\]

This \(\rho\) is defined between reservoirs. It is nonzero even without reflection from the semiconductor side, because a finite number of modes carries the current. A local voltage drop measured by other probes is a different quantity, to which this bound does not apply. Two contacts in series also share this resistance. In the lattice model, a clean semiconductor between two graded metal contacts still transmits almost all three of its modes, so the pair has resistance \(h/(2e^2N_S)\) and each contact carries half of it.

**Q:** Give me the mode count for a real semiconductor, with its valleys and unequal masses.

**A:** Take n-type silicon with current along [100], electron density \(n=2\times10^{20}\ \mathrm{cm^{-3}}=0.2\ \mathrm{nm^{-3}}\), and rough masses \(m_l=0.92\) and \(m_t=0.19\) in electron masses. Each of six valleys has an ellipsoidal Fermi surface with semi-axes \(k_l,k_t,k_t\). Two spins and a volume \((2\pi)^3\) per state and unit volume give

\[
\frac n6=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}k_t^2k_l=\frac{k_t^2k_l}{3\pi^2}.
\]

Equal energy at the ends of the axes requires \(k_l/k_t=\sqrt{m_l/m_t}\). Hence

\[
k_t=\left(\frac{3\pi^2n}{6}\right)^{1/3}\left(\frac{m_t}{m_l}\right)^{1/6}=0.7655\ \mathrm{nm^{-1}},
\]

and \(k_l=1.684\ \mathrm{nm^{-1}}\).

A transverse mode is open if its wave vector lies inside the projected ellipse, of area \(\pi k_yk_z\). In a large cross-section each mode occupies \((2\pi)^2/A\), so one valley has

\[
\frac NA=\frac{\pi k_yk_z}{4\pi^2}=\frac{k_yk_z}{4\pi}.
\]

The two valleys along the current project to the centre, with \(k_t^2/4\pi=0.0466\ \mathrm{nm^{-2}}\) each. The four side valleys have \(k_tk_l/4\pi=0.1026\ \mathrm{nm^{-2}}\) each. Their sum is

\[
\frac{N_S}{A}=2(0.0466)+4(0.1026)\approx0.504\ \mathrm{nm^{-2}}.
\]

For a free-electron-like metal with a rough Fermi energy of 5 eV, \(k_F=11.46\ \mathrm{nm^{-1}}\) and \(N_M/A=k_F^2/4\pi=10.4\ \mathrm{nm^{-2}}\). Silicon sets the limit. Since \(1\ \mathrm{nm^{-2}}=10^{14}\ \mathrm{cm^{-2}}\),

\[
\rho_{\min}=\frac{12906\ \Omega}{0.504\times10^{14}\ \mathrm{cm^{-2}}}
\approx2.6\times10^{-10}\ \Omega\,\mathrm{cm^2}.
\]

The average transmission per metal mode cannot exceed \(0.504/10.4\), about 5%. Most of the metal's incoming flux is reflected even at the limit.

**Q:** Would more doping help, and does room temperature spoil the number?

**A:** At zero temperature, with fixed masses and valleys, both semi-axes scale as \(n^{1/3}\). While silicon has fewer modes than the metal, \(\rho_{\min}\propto n^{-2/3}\). For real silicon this rule should not be carried far above the density used here. With these masses the tips of the ellipsoids reach the Brillouin-zone boundary at about \(2.2\times10^{20}\ \mathrm{cm^{-3}}\), where neighbouring valleys meet and the parabolic description fails. At \(2\times10^{20}\ \mathrm{cm^{-3}}\) the departure from parabolic bands already changes the mode count by a few per cent.

At finite temperature \(T(E)\) is averaged with \(-\partial f/\partial E\), where \(f\) is the Fermi function. The bound holds at each energy and so survives the average. For parabolic valleys \(N_S(E)/A=s(E-E_c)\), with \(s\) constant and \(E_c\) the band edge. Integration by parts gives

\[
\int_{E_c}^{\infty}s(E-E_c)\left(-\frac{\partial f}{\partial E}\right)dE
=s\int_{E_c}^{\infty}f\,dE
=s\,k_B\Theta\ln(1+e^\eta),
\]

where \(\Theta\) is temperature and \(\eta=(\mu-E_c)/k_B\Theta\). The boundary term is zero at both ends. At fixed density and 300 K the count is \(0.483\ \mathrm{nm^{-2}}\), which raises the limit by 4% to \(2.7\times10^{-10}\ \Omega\,\mathrm{cm^2}\).

In the dilute limit \(\ln(1+e^\eta)\to e^\eta\), while \(n\propto\Theta^{3/2}e^\eta\). The averaged count is then proportional to \(n\Theta^{-1/2}\), and the limit to \(\Theta^{1/2}/n\).

**Q:** A contact 20 nm on a side is hardly a large cross-section.

**A:** The area formula gives \(0.5037\times400=201.5\) modes and a lowest resistance of 64 Ω. With hard walls and the same Fermi energy, the count is 158 and the limit is 82 Ω, 28% higher.

The direction of the change can be proved. Hard-wall modes have wave numbers \(\pi n_y/L\) and \(\pi n_z/L\), where \(L\) is the side length and both integers start at one. Give each allowed point the unit square of which it is the upper right corner. These squares do not overlap and lie inside the quarter ellipse, whose area equals the area-formula count. The number of points therefore cannot exceed it.

**Q:** If the interface is smooth, an electron keeps its parallel wave vector. Can it still use any open mode on the other side?

**A:** No. \(S\) then splits into separate unitary matrices, one for each parallel wave vector \(\mathbf k\), and the proof applies to each:

\[
T\le\sum_{\mathbf k}\min[N_M(\mathbf k),N_S(\mathbf k)]
\le\min(N_M,N_S).
\]

The second inequality holds because each term is at most \(N_M(\mathbf k)\) and at most \(N_S(\mathbf k)\). In a second lattice example the leads have eight and three open modes but share one transverse index. The clean graded interface gives \(T=0.9996\). Random interfaces that mix the indices reach 2.38, above the stricter bound of one and below three.

For silicon, assume a free-electron metal and no change of \(\mathbf k\) by a reciprocal lattice vector. The two central valleys must share one metal mode at each \(\mathbf k\). The side valleys are centred at about 0.85 of the distance to the zone boundary. The 5 eV metal covers over 99% of each, and the limit becomes \(2.8\times10^{-10}\ \Omega\,\mathrm{cm^2}\). A 3 eV metal covers 15.5%, and the limit rises to \(1.2\times10^{-9}\ \Omega\,\mathrm{cm^2}\), although this metal still has more modes in total than silicon. The 3 eV coverage is sensitive to the valley position: moving the centre to 0.83 or 0.87 changes it to about 23% or 9%.

**Q:** How far is a real contact from this limit?

**A:** The doping and masses above are typical of heavily doped n-type silicon, and good technological contacts have resistivities of very roughly \(10^{-9}\) to \(10^{-8}\ \Omega\,\mathrm{cm^2}\). Such values are usually quoted per contact from structures with two contacts in series, where the floor per contact is half of \(\rho_{\min}\). The condition real contacts break is that of full transmission: a Schottky barrier reflects electrons. For a rough barrier of 0.6 eV and fully ionised donors, the depletion approximation gives a width of 2.2 nm. Solving the wave equation through this barrier at zero temperature gives mean transmissions of 0.0015 for the central valleys and 0.097 for the side valleys. Then

\[
\frac TA\approx2(0.0466)(0.0015)+4(0.1026)(0.097)
\approx0.040\ \mathrm{nm^{-2}},
\]

so \(\rho\approx3\times10^{-9}\ \Omega\,\mathrm{cm^2}\), about 13 times the mode limit. The estimate treats valleys independently, uses one metal wave number per valley type, and omits individual dopants. It also assumes a sharp depletion edge and no image force. Letting the electron density fall smoothly at that edge raises \(\rho\) by about half, while image-force lowering alone reduces it by a factor of roughly 1.2 to 2.5, depending on how the image potential is cut off at the metal and at the depletion edge. The barrier top also lies near the middle of the silicon gap, where parabolic bands overstate the decay rate; a two-band nonparabolic form lowers \(\rho\) by about 10 to 15%. The estimate gives a size, not a device prediction.

**Q:** Why do the central valleys transmit so much less?

**A:** Under the barrier the decay rate is \(\kappa=\sqrt{2m_x(V-E_x)}/\hbar\), where \(m_x\) is the mass along the current, \(V\) the barrier energy and \(E_x\) the energy of motion along the current. At equal \(V-E_x\), the central valleys decay faster by \(\sqrt{0.92/0.19}\approx2.2\). The metal wave number also differs between the valleys, but this matters much less. Giving the central valleys the side valleys' metal wave number raises their mean transmission only from 0.0015 to 0.0022, still far below 0.097. The larger mass along the current is the main cause.

## Computed results

```
lattice: energy -0.4, semiconductor onsite 2.65 (hopping units)
open modes: metal 8, semiconductor 3
random interface: T, wave matching = 1.876036
random interface: T, Green function = 1.876036
reverse total transmission = 1.876036
Tr r^dag r (metal) = 6.123964
Tr r'r'^dag (semiconductor) = 1.123964
wholly reflected metal combinations = 5
random trials = 300; largest T/min = 0.8273
trials with fewer metal modes = 136
trials with fewer semiconductor modes = 133
largest unitarity error = 4.4e-15
abrupt clean interface: T = 1.5846
graded interface, 40 slices: T = 2.999902
graded, unnormalised amplitude sum = 3.6472
second lattice: energy 0.4, onsite 3.45 (hopping units)
its open modes: 8 and 3; shared indices 1
clean graded T = 0.9996; best mixed T = 2.3782
closed layer: onsite 4.0, open modes 0
closed layer T: 2 slices 1.073e-01, 20 slices 3.484e-13
Si electron density = 2.0e+20 cm^-3
Si masses: longitudinal 0.92, transverse 0.19 (m_e)
Si Fermi semi-axes: k_t 0.7655, k_l 1.6844 nm^-1
Si Fermi energy above band edge, 0 K = 0.1175 eV
modes/area per central valley = 0.0466 nm^-2
modes/area per side valley = 0.1026 nm^-2
Si modes/area: formula 0.5037, count 0.5046 nm^-2
metal: E_F 5.0 eV, k_F 11.456 nm^-1
metal modes/area = 10.443 nm^-2
h/(2e^2) = 12906.40 ohm
lowest contact resistivity, 0 K = 2.562e-10 ohm cm^2
contact side = 20 nm; modes from area = 201.5
lowest resistance from area count = 64.06 ohm
hard-wall modes = 158; limit 81.69 ohm
300 K: chemical potential above band edge 0.1124 eV
300 K: thermal Si modes/area = 0.4832 nm^-2
300 K: resistivity limit 2.671e-10 ohm cm^2
six spherical valleys: modes/area = 0.4733 nm^-2
spherical-valley limit = 2.727e-10 ohm cm^2
side-valley centre: lattice 0.543 nm, k = 9.836 nm^-1
side-valley overlap, 5.0 eV metal = 0.9955
k-conserving limit = 2.835e-10 ohm cm^2
side-valley overlap, 3.0 eV metal = 0.1550
its k-conserving limit = 1.171e-09 ohm cm^2
barrier = 0.6 eV; relative permittivity = 11.7
band bending 0.7175 eV; depletion width 2.154 nm
mean barrier T: central 1.451e-03, side 9.690e-02
barrier estimate = 3.234e-09 ohm cm^2
barrier estimate / 0 K limit = 12.6
barrier mesh shift, 400 to 800 slices = 1.3e-06
```
